Are the eigenvalues of the RPA dielectric matrix real at imaginary frequency?

**Q:** I compute RPA correlation energies from the dielectric matrix ε = 1 − vχ0 at imaginary frequency iω. Here v is the Coulomb matrix and χ0 is the density response of independent particles. The product vχ0 is not symmetric, and a nonsymmetric matrix may have complex eigenvalues. I therefore expect complex eigenvalues of ε, and use complex arithmetic to be safe.

**A:** Lack of symmetry permits complex eigenvalues in general, but it does not settle the matter for this product. We need to know what χ0(iω) is like. Take a finite set of points r, a spin-independent Hamiltonian h with a gap, and doubly occupied orbitals. With ħ = 1, the density matrix D obeys i dD/dt = [h, D]. Add a real local potential u that grows as exp(ωt), with ω > 0. The first-order change then grows in the same way, δD exp(ωt), and

iω δD = [h, δD] + [u, D0].

This is the response at frequency iω. A real potential produces a real density change, so χ0(r,r′;iω) is real.

**Q:** Real is not yet symmetric.

**A:** No, so we solve the equation. Let i label occupied and a empty orbitals, with Δ = ε_a − ε_i > 0. D0 is 2 on occupied orbitals and 0 on empty ones, so [u, D0]_ai = 2u_ai, while [h, δD]_ai = Δ δD_ai. Hence

(iω − Δ) δD_ai = 2u_ai,
δD_ai = −2u_ai/(Δ − iω).

Between two occupied or two empty orbitals [u, D0] vanishes, and so does δD. The elements δD_ia are the complex conjugates of δD_ai, because δD is Hermitian.

Define m(r) = ψ_i*(r)ψ_a(r) for each pair. Then u_ai = Σ_r′ m*(r′)u(r′), and the density change is δn(r) = Σ_ia m(r)δD_ai + c.c. Reading off the factor of u(r′),

χ0(r,r′) = −2 Σ_ia [m(r)m*(r′)/(Δ − iω) + c.c.].

A number plus its conjugate is twice its real part, and 1/(Δ − iω) = (Δ + iω)/(Δ² + ω²). Therefore

χ0(r,r′) = −4 Σ_ia {Δ Re[m(r)m*(r′)] − ω Im[m(r)m*(r′)]}/(Δ² + ω²).

The first part is symmetric, since

Re[m(r)m*(r′)] = Re m(r) Re m(r′) + Im m(r) Im m(r′).

Its quadratic form with a real vector is a sum of squares, so with the minus sign in front this part of χ0 is negative semidefinite. The second part changes sign when r and r′ are exchanged: it is antisymmetric.

**Q:** So there is an antisymmetric part, and my worry stands.

**A:** It stands until we use time-reversal symmetry. For spin-independent h this symmetry means that h can be made real. Its orbitals can then be chosen real, m is real, and the antisymmetric part is zero. The choice is harmless because the equation of motion contains h and D0, not individual orbitals.

**Q:** My orbitals are complex. Does that spoil it?

**A:** Not by itself. Suppose h′ = PhP†, where h is real and P is a diagonal matrix of phases. Then D0′ = PD0P†. The local potential u is diagonal and commutes with P, so δD′ = PδDP†. Its diagonal, the density change, equals that of δD, and χ0 is unchanged. Complex orbitals can matter only when no such choice of phases makes h real.

**Q:** Grant that χ0 is symmetric and negative semidefinite. The product vχ0 is still nonsymmetric.

**A:** Now use that v is symmetric and positive definite. It has a symmetric, invertible square root v^{1/2}. Multiply ε from both sides:

v^{−1/2}(1 − vχ0)v^{1/2} = 1 − v^{−1/2}v^{1/2}v^{1/2}χ0v^{1/2}
= 1 − v^{1/2}χ0v^{1/2} ≡ S.

This is a similarity transformation, so ε and S have the same eigenvalues. S is real and symmetric, so they are real. For a real vector y with z = v^{1/2}y,

yᵀSy = yᵀy + zᵀ(−χ0)z ≥ yᵀy.

If y is an eigenvector, the left side is λyᵀy, and λ ≥ 1.

**Q:** Can λ = 1 occur?

**A:** Yes. A constant potential commutes with D0 and causes no response, so χ0 gives zero on it and ε leaves it unchanged.

**Q:** Show me a nonsymmetric matrix that I can check by hand.

**A:** Take three sites, each coupled to the other two by a hopping element −t. The site energies are 0, 0.5t and t, two electrons fill the lowest orbital, and ω = t. In units of t or 1/t,

v = (6, 2, 1; 2, 4, 1; 1, 1, 3),

χ0 = (−0.31119, 0.18711, 0.12407;
0.18711, −0.26017, 0.07306;
0.12407, 0.07306, −0.19713),

with rows separated by semicolons. Two opposite elements of ε are

ε₁₂ = −[6(0.18711) + 2(−0.26017) + 0.07306] = −0.675,
ε₂₁ = −[2(−0.31119) + 4(0.18711) + 0.12407] = −0.250.

The full matrix is

ε = (2.36883, −0.67540, −0.69343;
−0.25015, 1.59340, −0.34324;
−0.24815, −0.14611, 1.39426).

Every row sums to 1, which is the constant potential with λ = 1. The trace is 5.3565, so the other two eigenvalues have the sum s = 4.3565. The three principal 2×2 minors are 3.6055, 3.1307 and 2.1715, with sum 8.9077. This sum equals the sum of products of eigenvalue pairs, s + p, where p is the product of the two unknown eigenvalues. Thus p = 4.5512 and

λ = [s ± √(s² − 4p)]/2 = (4.3565 ± 0.880)/2,

or 2.618 and 1.738. Diagonalizing S gives the same values.

**Q:** Then xᵀεx ≥ xᵀx for every real x as well?

**A:** No. Similarity preserves eigenvalues, not quadratic forms. Let x be the constant vector. Since εx = x, the ratio xᵀεx/xᵀx is 1, and it is the same for the symmetric part (ε + εᵀ)/2. But the column sums of ε are 1.871, 0.772 and 0.358, so x is not an eigenvector of that symmetric part. A ratio at a vector that is not an eigenvector lies strictly above the lowest eigenvalue, which must therefore be below 1. Its computed value is 0.933. The bound holds for the eigenvalues of ε and for the quadratic form of S.

**Q:** Does the reality of the eigenvalues also depend on v being positive?

**A:** The guarantee of the bound does; reality does not. Let K be any real symmetric kernel, perhaps indefinite, and write −χ0 = BBᵀ. If KBBᵀx = μx with μ ≠ 0, then y = Bᵀx is not zero, and multiplying by Bᵀ gives BᵀKBy = μy. The matrix BᵀKB is symmetric, so μ is real, and so is the eigenvalue 1 + μ of 1 − Kχ0. It need not exceed 1. With K equal to v with 5t subtracted from each diagonal element in the example, the eigenvalues are 0.041, 0.473 and 1. With 5.5t subtracted the lowest is −0.178, so an eigenvalue can even turn negative, and then ln λ is not real. An indefinite sum of v and a real symmetric exchange–correlation kernel falls in this class.

**Q:** And if time reversal is broken?

**A:** Then your belief can be right. Take a ring of three equal sites with h_{j,j+1} = −t exp(iα), where the phases add up to a magnetic flux. The orbitals are exp(ikj)/√3 with k = 0, ±2π/3 and energies −2t cos(k + α). For |α| < π/3 the orbital k = 0 is lowest, and we fill it with two electrons. The two gaps are

Δ± = 2t[cos α − cos(2π/3 ± α)] = 3t cos α ± √3 t sin α,

because cos(2π/3 ± α) = −½cos α ∓ (√3/2)sin α.

Here m(j) = exp(ikj)/3. Apply χ0 to exp(iqj) with q = 2π/3. The sum over sites gives a factor 3 and selects k = q in the first term of χ0 and k = −q in its conjugate:

χ_q = −(2/3)[1/(Δ₊ − iω) + 1/(Δ₋ + iω)]
= −(2/3)(Δ₊ + Δ₋)/[Δ₊Δ₋ + ω² + iω(Δ₊ − Δ₋)].

With on-site repulsion U and neighbour repulsion W, v has the eigenvalue U + 2W cos q = U − W on the same vector. Hence

λ_q = 1 + (2/3)(U − W)(Δ₊ + Δ₋)/[Δ₊Δ₋ + ω² + iω(Δ₊ − Δ₋)].

For q = −2π/3 the gaps are exchanged, which gives the complex conjugate. Put t = W = ω = 1, U = 4 and α = 30°. The orbital energies are −1.732, 0 and 1.732, so Δ₊ = 3.464 and Δ₋ = 1.732. Then

λ_q = 1 + 2(5.196)/(7 + 1.732i) = 2.399 − 0.346i.

Without flux both gaps are 3, and λ = 1 + 2(6)/10 = 2.2, twice. At ω = 0 the imaginary term vanishes even with flux.

**Q:** Is anything left of the bound in that case?

**A:** The real part still obeys it. Take a normalized, possibly complex eigenvector y of S and z = v^{1/2}y. Split χ0 into its symmetric part χ_s and antisymmetric part χ_a:

λ = y†Sy = 1 − z†χ_s z − z†χ_a z.

The second term is real and not negative. The last is imaginary, because χ_a is real and antisymmetric. Thus Re λ ≥ 1. Broken time reversal permits complex pairs but does not force them: of 200 random five-site systems without this symmetry, with random positive definite v and ω comparable to the level spacing, 19 had such pairs, and all met the bound on Re λ within rounding. The share is not universal: it ranges from about one percent to about one half as ω and v are changed.

**Q:** What about a molecule, where the auxiliary functions are not orthogonal?

**A:** Represent a potential by its integrals with the functions φ_P, and a density by its expansion coefficients. If X turns the former into the latter and V is the matrix of Coulomb integrals (P|Q), then vχ0 becomes VX. With real orbitals and fitted coefficients C_P of each product ψ_iψ_a,

X = −Σ_ia 4Δ/(Δ² + ω²) CCᵀ.

This is symmetric and negative semidefinite, and V is positive definite, so the proof applies unchanged.

I computed H2CO with PBE orbitals in the cc-pVDZ basis and 140 cc-pVDZ-RI auxiliary functions, at a chosen geometry with CO and CH distances of 1.20 and 1.10 Å and OCH angles of 120°. The largest eigenvalue is 4.484 at ω = 0, 2.631 at 0.5 hartree and 1.440 at 2 hartree; it is not converged in the orbital basis, and cc-pVTZ raises each value by about 0.04, to 4.53, 2.67 and 1.48. It falls because every weight 4Δ/(Δ² + ω²) falls, which lowers the quadratic form of S for every vector. At these frequencies the smallest eigenvalue exceeds 1 by between 7×10⁻⁸ and 3×10⁻⁷. This margin reflects the auxiliary set, not the molecule: with the 222 functions of cc-pVTZ-RI it shrinks to about 10⁻¹². At these three frequencies a general eigensolver applied to 1 − VX returned no imaginary parts, and its eigenvalues agreed with those of S to about 10⁻¹⁴.

**Q:** If my solver does return tiny imaginary parts, are they physical?

**A:** With time-reversal symmetry they are numerical. For instance, the matrix (a, δ; −δ, a) has eigenvalues a ± iδ, so a small antisymmetric error can split a double eigenvalue into a complex pair. Diagonalizing S with a symmetric solver avoids this.

**Q:** Then what becomes of my complex arithmetic for the energy?

**A:** It is unnecessary for the eigenvalues, and for the matrices too when the basis functions are real. A periodic code works with blocks χ0(q) at wave vector q, and without inversion symmetry these are in general complex Hermitian even when h is real. Their imaginary parts must be kept, but the eigenvalues of ε are still real and at least 1. The direct RPA correlation energy is

E_c = (1/2π)∫₀^∞ dω Tr[ln(1 − vχ0) + vχ0]
= (1/2π)∫₀^∞ dω Σ(ln λ + 1 − λ),

since vχ0 = 1 − ε. The summand is zero at λ = 1 and has the derivative 1/λ − 1 ≤ 0 for λ ≥ 1, so each term is real and not positive. For H2CO both matrices give −0.4986 hartree, or −13.57 eV. The plasmon formula, half the sum of the direct RPA excitation energies minus their values to first order in the Coulomb interaction, gives the same number without a frequency integral when it uses the same fitted Coulomb integrals. The value correlates all electrons and belongs to this small orbital basis, this auxiliary basis and these PBE orbitals. It is far from converged: exact Coulomb integrals give −0.4988 hartree, and cc-pVTZ gives about −0.674, lower by 0.17 hartree. Also, it omits exchange in the response and correlation beyond direct RPA. The numerical check checks the main model results and the cc-pVDZ values with fitted integrals numerically.

**Q:** So I should ask about time reversal before I ask whether the matrix is symmetric.

**A:** Yes, and about the sign of the kernel if you also need λ ≥ 1.

Calculated quantities

```
UNEVEN RING, time reversal kept (energies in units of hopping t)
site energies [t]: 0.0  0.5  1.0 ; w [t]: 1.0
v row 1 [t]: 6.0  2.0  1.0
v row 2 [t]: 2.0  4.0  1.0
v row 3 [t]: 1.0  1.0  3.0
chi0 row 1 [1/t]: -0.31119  0.18711  0.12407
chi0 row 2 [1/t]: 0.18711  -0.26017  0.07306
chi0 row 3 [1/t]: 0.12407  0.07306  -0.19713
eps row 1 [1]: 2.36883  -0.67540  -0.69343
eps row 2 [1]: -0.25015  1.59340  -0.34324
eps row 3 [1]: -0.24815  -0.14611  1.39426
symmetrized row 1 [1]: 2.30499  -0.45800  -0.43777
symmetrized row 2 [1]: -0.45800  1.62419  -0.20688
symmetrized row 3 [1]: -0.43777  -0.20688  1.42731
eigenvalues, nonsymmetric [1]: 1.00000  1.73830  2.61818
eigenvalues, symmetrized [1]: 1.00000  1.73830  2.61818
lowest eigenvalue of (eps+eps^T)/2 [1]: 0.93275
indefinite kernel v - 5.0: eigenvalues [1]: 0.04123  0.47281  1.00000
FLUX RING, time reversal broken
t, U, W, w [t]: 1.0, 4.0, 1.0, 1.0
bond phase [degree]: 30.0
orbital energies [t]: -1.73205  0.00000  1.73205
eigenvalue with flux [1]: 2.39896 -0.34615 i
eigenvalue with flux [1]: 1.00000 +0.00000 i
eigenvalue with flux [1]: 2.39896 +0.34615 i
eigenvalues without flux [1]: 1.00000  2.20000  2.20000
RANDOM FIVE-SITE SYSTEMS
systems: 200; with complex pairs, no T symmetry: 19
lowest real part, no T symmetry [1]: 1.00000000
largest |Im|, real h [1]: 0.0e+00
H2CO, PBE/cc-pVDZ orbitals, cc-pVDZ-RI auxiliary basis
CO, CH [angstrom]: 1.20, 1.10; OCH [deg]: 120
occupied, virtual, auxiliary: 8, 30, 140
orbital gap [hartree]: 0.13310
condition number of V^(1/2) [1]: 655.5
relative asymmetry of eps at w = 0.5 [1]: 0.537
chi0 relative error against motion [1]: 8.6e-15
w [hartree]: 0.0; three largest [1]: 4.48390  2.43977  2.00182
  smallest minus 1: 2.53e-07; largest |Im|: 0.0e+00
  difference: 1.9e-14; rounding scale: 5.3e-11
w [hartree]: 0.5; three largest [1]: 2.63081  1.98108  1.66472
  smallest minus 1: 2.12e-07; largest |Im|: 0.0e+00
  difference: 3.4e-14; rounding scale: 5.0e-11
w [hartree]: 2.0; three largest [1]: 1.44042  1.26844  1.26781
  smallest minus 1: 7.15e-08; largest |Im|: 0.0e+00
  difference: 1.0e-14; rounding scale: 3.0e-11
frequency points: 40
Ec, nonsymmetric matrix [hartree]: -0.498605
Ec, symmetrized matrix [hartree]: -0.498605
Ec, plasmon formula [hartree]: -0.498605
Ec, symmetrized matrix [eV]: -13.5677
```
